# Why Angle Scans Barely Separate Thin Overlayers from High-Permittivity Substrates

## What goes wrong

An ellipsometer reads an oxidised semiconductor at five angles of incidence. The ten numbers seem ample for a substrate permittivity and a thin film. Yet a model with no film at all can fit them closely, returning a wrong substrate permittivity with small residuals. In the example below, a 2 nm oxide changes the ellipsometric phase by up to 8.4°, but a film-free substrate with altered permittivity reproduces all five phases to within about 0.02°.

The raw film signal does depend on angle. What hardly changes is that signal expressed as an equivalent change of substrate permittivity, so an angle scan can improve precision while leaving film and substrate poorly separated.

## The quantity that exposes the problem

Let light of vacuum wavelength $\lambda$ arrive from air at angle $\phi$, with $0<\phi<90^\circ$. Write $k=2\pi/\lambda$, $s=\sin\phi$, $c=\cos\phi$. Fields vary as $e^{-i\omega t}$, so absorption means a positive imaginary permittivity. The substrate is isotropic, opaque and of permittivity $\varepsilon$. The measured ratio is $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$, with signs chosen so that $\rho\to-1$ at normal incidence. With this time convention, $\Delta$ of a bare absorbing substrate runs from $-180^\circ$ towards $0^\circ$ as the angle grows. Instruments that use $e^{+i\omega t}$ report $\Delta$, and every change of $\Delta$ given below, with the opposite sign.

The pseudo-dielectric function is the permittivity that a bare substrate would need to give the measured $\rho$:

$$\langle\varepsilon\rangle=s^2+\tilde q^{\,2},\qquad \tilde q=\frac{s^2}{c}\,\frac{1-\rho}{1+\rho}.$$

For a bare surface $\tilde q$ must equal $q=\sqrt{\varepsilon-s^2}$, the normal component of the substrate wavevector in units of $k$. This is confirmed below.

## How a film enters

Let $z$ point into the sample and let the film fill $0<z<d$. It may be graded in depth and uniaxial about the surface normal, with permittivity $\varepsilon_t$ along the surface and $\varepsilon_z$ across it. All fields carry the factor $e^{iksx}$. With the magnetic field scaled by the vacuum impedance, Maxwell's equations are $\nabla\times\mathbf E=ik\mathbf H$ and $\nabla\times\mathbf H=-ik\boldsymbol\varepsilon\mathbf E$.

For s polarisation they give $E_y''=-k^2(\varepsilon_t-s^2)E_y$. For p polarisation they give $H_y'=ik\varepsilon_tE_x$ and $E_x'=ik(1-s^2/\varepsilon_z)H_y$. Define two ratios of tangential fields, which are continuous across interfaces:

$$Y=\frac{E_y'}{ikE_y},\qquad Z=\frac{E_x}{H_y}.$$

Differentiating each quotient and inserting the field equations gives

$$Y'=ik(\varepsilon_t-s^2-Y^2),\qquad Z'=ik\left(1-\frac{s^2}{\varepsilon_z}-\varepsilon_tZ^2\right).$$

In air the field is an incident plus a reflected wave, so $Y(0)=c(1-r_s)/(1+r_s)$, and likewise for $Z(0)$ and $r_p$. Hence $r_s=(c-Y)/(c+Y)$ and $r_p=(c-Z)/(c+Z)$ at $z=0$. Since $(1-\rho)/(1+\rho)=(r_s-r_p)/(r_s+r_p)$, we need

$$(c-Y)(c+Z)\mp(c-Z)(c+Y).$$

The upper sign gives $2c(Z-Y)$ and the lower gives $2(c^2-YZ)$. Therefore, for any film thickness,

$$\tilde q=\frac{s^2(Z-Y)}{c^2-YZ}.$$

Without a film, $Y=q$ and $Z=q/\varepsilon$. The denominator is then

$$c^2-\frac{q^2}{\varepsilon}=1-s^2-1+\frac{s^2}{\varepsilon}=-\frac{s^2(\varepsilon-1)}{\varepsilon},$$

and the numerator is $-s^2q(\varepsilon-1)/\varepsilon$. Their ratio is $q$, as required.

Now take a film thin enough for first order in $kd$. Integrating from the substrate up to the surface reverses the sign of the derivatives:

$$\delta Y=-ik\int_0^d(\varepsilon_t-\varepsilon)\,dz,$$

$$\delta Z=-ik\int_0^d\left(1-\frac{s^2}{\varepsilon_z}-\frac{\varepsilon_tq^2}{\varepsilon^2}\right)dz.$$

The first line used $s^2+q^2=\varepsilon$. Multiply the expression for $\tilde q$ by its denominator and vary both sides about the bare surface:

$$\left(c^2-\frac{q^2}{\varepsilon}\right)\delta\tilde q=s^2(\delta Z-\delta Y)+q\left(q\,\delta Z+\frac{q}{\varepsilon}\delta Y\right).$$

The coefficient of $\delta Z$ is $s^2+q^2=\varepsilon$. That of $\delta Y$ is $q^2/\varepsilon-s^2=1-s^2/\varepsilon-s^2$. Apart from the factor $-ik$, the integrand on the right is therefore the sum of

$$\varepsilon-\frac{\varepsilon s^2}{\varepsilon_z}-\varepsilon_t+\frac{\varepsilon_ts^2}{\varepsilon}$$

and

$$\varepsilon_t-\frac{\varepsilon_ts^2}{\varepsilon}-\varepsilon_ts^2-\varepsilon+s^2+\varepsilon s^2.$$

The terms $\varepsilon$, $\varepsilon_t$ and $\varepsilon_ts^2/\varepsilon$ cancel. Everything left carries one factor $s^2$:

$$s^2\left(\varepsilon+1-\varepsilon_t-\frac{\varepsilon}{\varepsilon_z}\right).$$

Division by $-s^2(\varepsilon-1)/\varepsilon$ removes that factor, and the two minus signs cancel:

$$\delta\tilde q=\frac{ik\varepsilon}{\varepsilon-1}J,\qquad J=\int_0^d\left(\varepsilon+1-\varepsilon_t-\frac{\varepsilon}{\varepsilon_z}\right)dz.$$

At first order, $\delta\tilde q$ contains no angle. For a uniform isotropic film of permittivity $\varepsilon_o$, the integral factorises as

$$J=d\,\frac{(\varepsilon-\varepsilon_o)(\varepsilon_o-1)}{\varepsilon_o}.$$

Because $\langle\varepsilon\rangle=s^2+(q+\delta\tilde q)^2$, the shift is $2q\,\delta\tilde q$ to the same order:

$$\boxed{\langle\varepsilon\rangle-\varepsilon=\frac{2ik\varepsilon J}{\varepsilon-1}\sqrt{\varepsilon-\sin^2\phi}}$$

## Why high permittivity flattens the angle dependence

Between angles $\phi_1$ and $\phi_2$, with $D=s_2^2-s_1^2$, the first-order shift changes by the ratio

$$\frac{q_2}{q_1}=\sqrt{1-\frac{D}{\varepsilon-s_1^2}}\approx1-\frac{D}{2\varepsilon}\qquad(|\varepsilon|\gg1).$$

For a transparent substrate, $q=\sqrt\varepsilon\cos\theta$, where $\theta$ is the refraction angle inside it. With $\varepsilon=9$, moving the external angle from 55° to 75° moves $\theta$ only from 15.8° to 18.8°. The refracted wave stays near the normal, and its cosine hardly changes.

The raw signal behaves differently. Solving the definition of $\tilde q$ for $\rho$ and differentiating gives

$$\rho=\frac{s^2-c\tilde q}{s^2+c\tilde q},\qquad \delta\rho=-\frac{2s^2c}{(s^2+c\tilde q)^2}\,\delta\tilde q.$$

A substrate change $\delta\varepsilon$ enters through the same function, with $\delta\tilde q=\delta\varepsilon/(2q)$. Any angle that magnifies the film signal in $\rho$ magnifies the signal of a substrate change by the same prefactor. Choosing a sensitive angle therefore helps against detector noise without making the two causes look different.

## How large: an oxidised CdTe surface

Take a photon energy of 2.0 eV ($\lambda=619.9$ nm), $\varepsilon=9+2i$, $\varepsilon_o=4$ and $d=2$ nm. These are rough values in the regime of CdTe under a thin oxide, not a fit to a sample. Then $kd=0.02027$, and

$$\delta\tilde q=i(0.02027)\,\frac{9+2i}{8+2i}\,\frac{(5+2i)(3)}{4}=-0.0317+0.0859i.$$

At 55°, multiplication by $2q$ gives a first-order shift of $-0.244+0.477i$. At 75° it is $-0.242+0.469i$. The fractional change is 1.54%, against 1.42% from the estimate $D/(2|\varepsilon|)$ with $D=0.262$.

The next table uses the full multiple-reflection solution for the 2 nm film. The last two columns are changes relative to the bare substrate at the same angle.

| $\phi$ | shift of $\langle\varepsilon\rangle$ | change of $\Psi$ | change of $\Delta$ |
|---|---|---|---|
| 55° | $-0.269+0.457i$ | −0.05° | 1.69° |
| 65° | $-0.268+0.453i$ | 0.07° | 4.19° |
| 70° | $-0.267+0.451i$ | 0.53° | 8.37° |
| 75° | $-0.267+0.450i$ | 0.64° | −4.68° |

The phase signal varies strongly and even changes sign. The formula for $\delta\rho$ explains the sign. Here $\delta\tilde q$ is mainly positive imaginary and its prefactor is nearly real and negative, so the film pushes $\rho$ mainly down the complex plane. Near $\tan\phi=\sqrt9$, or about 72°, $\rho$ crosses from the left half of that plane to the right. A downward push raises $\Delta$ on the left and lowers it on the right.

The pseudo-dielectric shift, by contrast, changes by only 0.008 in modulus over the whole scan. An equal-weight least-squares fit of $\Psi$ and $\Delta$ at 55°, 60°, 65°, 70° and 75°, using a bare substrate, gives $8.73+2.45i$. Its largest misfits are 0.0024° in $\Psi$ and 0.020° in $\Delta$. The film has been absorbed into the substrate permittivity.

Terms beyond first order contribute $-0.025-0.020i$ at 65°, which exceeds the angular signal. In this example, however, they are themselves nearly independent of angle: they change by only 0.0007 in modulus between 55° and 75°, so the full and first-order changes across the scan have similar moduli, 0.0082 and 0.0083.

For contrast, a substrate with $\varepsilon=2.25$ gives a first-order fractional change of 8.7% over the same angles. The film cancels from this ratio. Separation is easier there, though the angular contrast is still modest.

## What perfect data could do, and what noise does

Separation is possible in principle. If $\delta\tilde q$ is common to two angles, it cancels from

$$T=\tilde q_1-\tilde q_2=q_1-q_2.$$

Since $q_1^2-q_2^2=D$, we have $q_1+q_2=D/T$, and therefore

$$q_1=\frac12\left(\frac DT+T\right),\qquad \varepsilon=q_1^2+s_1^2.$$

Applied to the noise-free data for the 2 nm film at 55° and 75°, this returns $9.02+2.01i$, close to the true $9+2i$. The weakness is the small difference $T$.

To find the noise gain, let $e_1,e_2$ be small errors in $\langle\varepsilon\rangle$. For a weak film, $e_j=\delta\varepsilon+2q_j\,\delta g$, where $\delta g$ is the error in the inferred film term. Eliminating $\delta g$ gives

$$\delta\varepsilon=\frac{q_2e_1-q_1e_2}{q_2-q_1}.$$

For independent errors of equal rms modulus $\sigma$, the rms error is

$$\sigma_\varepsilon=\sigma\,\frac{\sqrt{|q_1|^2+|q_2|^2}}{|q_2-q_1|}\approx\frac{2\sqrt2\,|\varepsilon|}{D}\,\sigma.$$

The last form uses $|q_j|\approx\sqrt{|\varepsilon|}$ and $|q_1-q_2|\approx D/(2\sqrt{|\varepsilon|})$. In the example the gain is 91, and the approximate form gives 99.5. An rms error of 0.1 in the substrate permittivity requires noise of only 0.0011 in $\langle\varepsilon\rangle$. Repeating both readings $N$ times reduces independent noise by $\sqrt N$, but does not remove a systematic error.

An angle offset is such an error. Suppose a bare substrate is measured at 55.01° and 75.01° but analysed at 55° and 75°. The false change in $\langle\varepsilon\rangle$ across the scan is $-0.0037-0.0010i$, nearly half the film's angular signal in modulus. The two-angle formula then returns $8.78+1.88i$ instead of $9+2i$.

## What an angle scan cannot add about the film

Suppose $\varepsilon$ is known. At first order, the data at every angle still depend on the film through the single complex number $J$. This holds for any substrate permittivity, high or low. Further angles average noise in $J$ but supply no second film parameter.

One consequence is a pair of twin films. Replacing $\varepsilon_o$ by $\varepsilon/\varepsilon_o$ merely exchanges the last two terms of $\varepsilon+1-\varepsilon_o-\varepsilon/\varepsilon_o$. In the example, an absorbing film with permittivity $2.25+0.50i$ and the transparent film with permittivity 4 give the same first-order shift at equal thickness. At 2 nm their full $\langle\varepsilon\rangle$ values differ by at most 0.0076 at the five angles.

If the film is known to be transparent and isotropic and the substrate absorbs, one complex $J$ can fix two real unknowns. Since $J=d(1-1/\varepsilon_o)(\varepsilon-\varepsilon_o)$,

$$\varepsilon_o=\operatorname{Re}\varepsilon-\operatorname{Im}\varepsilon\,\frac{\operatorname{Re}J}{\operatorname{Im}J},\qquad d=\frac{\operatorname{Im}J}{\operatorname{Im}\varepsilon\,(1-1/\varepsilon_o)}.$$

This needs one angle. For a transparent substrate $J$ is real, and only the combination of $d$ and $\varepsilon_o$ is available.

The linear formula is delicate even at 2 nm. The first-order value is $J/d=3.75+1.50i$. At 65° the full shift divided by the first-order shift is $0.989+0.059i$. Treating the full shift as linear therefore gives an apparent $J/d=3.62+1.71i$, and hence $\varepsilon_o\approx4.8$ instead of 4. A full layer model should replace the linear formula in the final fit.

## The model beside a real surface

A real CdTe surface need not carry a sharp, uniform, transparent oxide. Depth grading and uniaxial anisotropy about the normal change $J$ but leave the first-order angular law intact. Roughness, modelled as an extra 1 nm layer of half oxide and half air with a Bruggeman permittivity of 2.17, adds $-0.117+0.218i$ at 55° and $-0.116+0.215i$ at 75°. This is nearly half the oxide shift and just as flat in angle, so a scan does not readily distinguish roughness from oxide either.

The intensity penetration depth in the model substrate is 149 nm. A wafer hundreds of micrometres thick is opaque at this energy, but a deposited CdTe layer may not be, even when it is several penetration depths thick. On glass of permittivity 2.25, the back interface of a 600 nm layer still changes $\langle\varepsilon\rangle$ by 0.15 in modulus at 65°, far more than the oxide's angular signal, so it must be included in the model. Temperature also matters: an assumed gap shift of 0.3 meV/K and a dispersion of 3 per eV, both rough, give a drift of 0.0009 per kelvin. One kelvin of drift during a scan is about a tenth of the angular signal.

## What to do about it

- **Fix the substrate independently.** Use a film-free reference surface at the same temperature. Its error enters the inferred film shift directly.
- **Constrain the film independently.** With the substrate known, a separately measured thickness narrows a uniform isotropic thin film to two permittivities, which at first order are the twins $\varepsilon_o$ and $\varepsilon/\varepsilon_o$. Other knowledge must choose between them; in the example, knowing that the film is transparent is enough.
- **Choose angles for precision.** In this example the phase signal is large near 70°. Use a wide range if angles must separate the layers, and calibrate the angle to well below 0.01°. The noise gain falls as $1/D$ when the noise in $\langle\varepsilon\rangle$ is the same at both angles. With equal, fixed noise in $\Psi$ and $\Delta$, widening the range can eventually hurt: for a weak film in this example, the pair 30° and 80° gives a substrate error about a quarter larger than the pair 55° and 75°.
- **Inspect parameter correlations.** A small residual does not establish that the surface is bare. Fit the data with and without a film, and report how far the substrate permittivity moves.

These rules apply while the film is thin enough for the first-order term to dominate. For thicker films the angle-free form of $\delta\tilde q$ is no longer assured, and the value of a scan must be judged with the full layer model.

All numerical values are calculated from the stated model.
